**Numerical test of the zero-force and scaling conditions in QED density functional theory**

The program tests two conditions on the exchange-correlation (xc) energy of electrons coupled to one cavity mode: \(\int n\,v_{xc}'\,dx=0\), and \(E_{xc}(\gamma s,\gamma^2\lambda,\gamma^2\omega)[n_\gamma]=\gamma^2E_{xc}(s,\lambda,\omega)[n]\). Here \(n\) is the density, \(n_\gamma(x)=\gamma n(\gamma x)\), \(s\) is the Coulomb strength, \(\lambda\) the coupling and \(\omega\) the photon energy. Coupled ground states of one and two electrons in a one-dimensional trap are found by diagonalization, and the xc potential by inverting the density. For one electron, treated at \(s=0\) so that no Hartree term is subtracted and the xc energy is purely electron-photon, the program also asserts that the xc energy is unchanged by translation and by photon displacement, that the inverted potential matches its functional derivative, and that it lies between zero and the dipole-variance bound. The xc force vanishes to numerical accuracy while the external and mean-field forces are finite and cancel. At \(\gamma=1.5\) the electron-photon xc energy of one electron rises from 0.1256 to 0.2825 eV, the expected factor of 2.25. A density inversion for two electrons shows that the electron-photon energy at fixed density changes by about 5% when \(s\) goes from 1 to \(1/\gamma\), so the Coulomb strength has to be scaled as well.

## Numerical check

```python
"""Exact conditions on the exchange-correlation (xc) energy of QED-DFT.

Hamiltonian (one dimension, one cavity mode, length gauge):
  H = T + s W + sum v(x_i) + p^2/2 + (omega q - lam R)^2/2 + f omega q
R = sum x_i, s = Coulomb strength, lam = coupling, f = static drive.
Results under test:
  zero force:  integral n(x) dv_xc/dx dx = 0
  scaling:     E_xc(g s, g^2 lam, g^2 omega)[n_g] = g^2 E_xc(s, lam, omega)[n]
with n_g(x) = g n(g x) in one dimension.  The softening length of W is
divided by g.  Units: eV and angstrom; lam in sqrt(eV)/angstrom, f in
sqrt(eV).  Only the product omega*q, in sqrt(eV), is needed for the photon.
Densities come from diagonalization; v_xc comes from inverting the density.
"""
from types import SimpleNamespace
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.optimize import minimize
from scipy import constants as const

HALF_H2M = const.hbar**2 / (2 * const.m_e * const.e) * 1e20   # eV A^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10      # eV A
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10


def make_grid(half_points, spacing):
    return spacing * np.arange(-half_points, half_points + 1)


def sinc_matrices(x):
    """Kinetic-energy and first-derivative matrices of the sinc basis."""
    h = x[1] - x[0]
    i = np.arange(len(x))
    m = i[:, None] - i[None, :]
    sign = np.where(m % 2 == 0, 1.0, -1.0)
    safe = np.where(m == 0, 1, m)
    kinetic = np.where(m == 0, np.pi**2 / 3, 2 * sign / safe**2)
    derivative = np.where(m == 0, 0.0, sign / safe) / h
    return HALF_H2M * kinetic / h**2, derivative


def repulsion(x, strength, soft):
    d = x[:, None] - x[None, :]
    return strength * COULOMB / np.sqrt(d**2 + soft**2)


def photon_field(omega, levels):
    """Matrix of omega*q in the number basis."""
    a = np.diag(np.sqrt(np.arange(1, levels)), 1)
    return np.sqrt(omega / 2) * (a + a.T)


def hamiltonian_without_v(x, count, strength, soft, lam, omega, f, levels):
    kinetic = sp.csr_matrix(sinc_matrices(x)[0])
    if count == 1:
        electrons, total_x = kinetic, x
    else:
        one = sp.identity(len(x))
        pair = repulsion(x, strength, soft).ravel()
        electrons = (sp.kron(kinetic, one) + sp.kron(one, kinetic)
                     + sp.diags(pair))
        total_x = (x[:, None] + x[None, :]).ravel()
    field = photon_field(omega, levels)
    photon = np.diag(omega * (np.arange(levels) + 0.5)) + f * field
    electrons = electrons + sp.diags(0.5 * (lam * total_x)**2)
    return (sp.kron(electrons, sp.identity(levels))
            + sp.kron(sp.identity(len(total_x)), sp.csr_matrix(photon))
            - sp.kron(sp.diags(lam * total_x), sp.csr_matrix(field))).tocsr()


def ground_state(h0, v, count, levels):
    """Energy, grid populations (sum = count) and state.

    For two electrons the lowest state is symmetric in x1, x2: the singlet.
    """
    pot = v if count == 1 else (v[:, None] + v[None, :]).ravel()
    h = (h0 + sp.diags(np.repeat(pot, levels))).tocsr()
    energy, vec = eigsh(h, k=1, which="SA", v0=np.ones(h.shape[0]), ncv=40)
    psi = vec[:, 0].reshape(len(pot), levels)
    weight = (psi**2).sum(axis=1)
    if count == 2:
        weight = 2 * weight.reshape(len(v), len(v)).sum(axis=1)
    return energy[0], weight, psi


def solve(x, v, count, strength, soft, lam, omega, f, levels):
    """Coupled ground state, then xc energy and xc potential."""
    h0 = hamiltonian_without_v(x, count, strength, soft, lam, omega, f, levels)
    energy, pop, psi = ground_state(h0, v, count, levels)
    wq = np.sum((psi @ photon_field(omega, levels)) * psi)
    dipole = pop @ x
    kinetic, derivative = sinc_matrices(x)
    orbital = np.sqrt(pop / count + 1e-300)
    t_s = count * orbital @ kinetic @ orbital
    v_hartree = np.zeros(len(x))
    if count == 2:
        v_hartree = repulsion(x, strength, soft) @ pop
    e_hartree = 0.5 * pop @ v_hartree
    offset = wq - lam * dipole
    universal = energy - pop @ v - f * wq
    e_xc = universal - t_s - e_hartree - 0.5 * offset**2 - 0.5 * omega
    v_s = -(kinetic @ orbital) / orbital
    v_mean = -offset * lam * x
    v_xc = v_s - v - v_hartree - v_mean
    slope = derivative @ pop

    def force_integral(potential):
        """integral n dV/dx dx, by parts."""
        return -slope @ potential

    return SimpleNamespace(energy=energy, pop=pop, wq=wq, dipole=dipole,
                           offset=offset, t_s=t_s, e_hartree=e_hartree,
                           e_xc=e_xc, v_xc=v_xc, v_mean=v_mean,
                           force=force_integral)


# Model parameters
STIFF, BUMP, CENTRE, WIDTH = 4.0, 6.0, 0.5, 0.6
LAM, OMEGA, DRIVE, SOFT, G = 0.8, 4.0, 0.5, 1.0, 1.5


def trap(x, bump=BUMP):
    return (0.5 * STIFF * x**2
            + bump * np.exp(-(x - CENTRE)**2 / (2 * WIDTH**2)))


def trap_slope(x):
    return (STIFF * x - BUMP * (x - CENTRE) / WIDTH**2
            * np.exp(-(x - CENTRE)**2 / (2 * WIDTH**2)))


# ---- One electron: the xc energy is purely electron-photon ----
x1 = make_grid(30, 0.2)


def one(v, lam=LAM, omega=OMEGA, f=DRIVE):
    return solve(x1, v, 1, 0.0, SOFT, lam, omega, f, 16)


base = one(trap(x1))
ext_force = base.pop @ trap_slope(x1)
mean_force = base.force(base.v_mean)
xc_force = base.force(base.v_xc)
assert abs(base.offset + DRIVE) < 1e-6
assert abs(ext_force + LAM * DRIVE) < 1e-4
assert abs(mean_force - LAM * DRIVE) < 1e-4
assert abs(xc_force) < 1e-4

# Translation by a distance that is no multiple of the grid spacing
SHIFT = 0.33
moved = one(trap(x1 - SHIFT))
assert abs(moved.dipole - base.dipole - SHIFT) < 1e-5
assert abs(moved.e_xc - base.e_xc) < 1e-5

# Same density with another photon displacement: same xc energy
undriven = one(trap(x1) + DRIVE * LAM * x1, f=0.0)
assert np.max(np.abs(undriven.pop - base.pop)) < 1e-6
assert abs(undriven.wq - base.wq - DRIVE) < 1e-5
assert abs(undriven.e_xc - base.e_xc) < 1e-5

# The inverted potential is the functional derivative of the xc energy
changed = one(trap(x1, BUMP + 0.5))
de_direct = changed.e_xc - base.e_xc
de_potential = 0.5 * (changed.v_xc + base.v_xc) @ (changed.pop - base.pop)
assert abs(de_direct) > 1e-5
assert abs(de_direct - de_potential) < 0.01 * abs(de_direct) + 1e-7

# Scaling, on the same unscaled grid
scaled = one(G**2 * trap(G * x1), G**2 * LAM, G**2 * OMEGA, G * DRIVE)
m1 = np.arange(-10, 11)
dens_err1 = np.max(np.abs(scaled.pop[30 + 2 * m1] - G * base.pop[30 + 3 * m1]))
assert dens_err1 < 1e-5
assert abs(scaled.e_xc - G**2 * base.e_xc) < 1e-5
assert abs(scaled.wq - G * base.wq) < 1e-5
m_in = np.arange(-4, 5)
pot_base = base.v_xc[30 + 3 * m_in] - base.v_xc[30]
pot_scaled = scaled.v_xc[30 + 2 * m_in] - scaled.v_xc[30]
assert np.max(np.abs(pot_scaled - G**2 * pot_base)) < 1e-3

# Two simple approximations for one electron
variance = base.pop @ x1**2 - base.dipole**2
e_variance = 0.5 * LAM**2 * variance
bare_force = base.force(0.5 * LAM**2 * x1**2)
variance_force = base.force(0.5 * LAM**2 * x1**2
                            - LAM**2 * base.dipole * x1)
assert 0 < base.e_xc < e_variance
assert abs(bare_force - LAM**2 * base.dipole) < 1e-5
assert abs(bare_force) > 1e-2 and abs(variance_force) < 1e-5
variance_scaled = scaled.pop @ x1**2 - scaled.dipole**2
e_variance_scaled = 0.5 * (G**2 * LAM)**2 * variance_scaled
assert abs(e_variance_scaled - G**2 * e_variance) < 1e-5

# ---- Two electrons: total xc energy with Coulomb repulsion ----
x2 = make_grid(20, 0.3)
two = solve(x2, trap(x2), 2, 1.0, SOFT, LAM, OMEGA, DRIVE, 12)
two_ext = two.pop @ trap_slope(x2)
two_mean = two.force(two.v_mean)
two_xc = two.force(two.v_xc)
assert abs(two_ext + 2 * LAM * DRIVE) < 1e-3
assert abs(two_mean - 2 * LAM * DRIVE) < 1e-3
assert abs(two_xc) < 1e-3
two_scaled = solve(x2, G**2 * trap(G * x2), 2, G, SOFT / G,
                   G**2 * LAM, G**2 * OMEGA, G * DRIVE, 12)
m2 = np.arange(-6, 7)
dens_err2 = np.max(np.abs(two_scaled.pop[20 + 2 * m2]
                          - G * two.pop[20 + 3 * m2]))
assert dens_err2 < 1e-4
assert abs(two_scaled.e_xc - G**2 * two.e_xc) < 1e-3

# ---- Electron-photon part at one fixed density, two Coulomb strengths ----
xc_grid = make_grid(8, 0.6)
v_grid = trap(xc_grid)
LEVELS = 8
h_target = hamiltonian_without_v(xc_grid, 2, 1.0, SOFT, LAM, OMEGA, 0.0, LEVELS)
e_target, target, _ = ground_state(h_target, v_grid, 2, LEVELS)
mismatches = []


def universal_by_inversion(strength, lam, levels):
    """max over v of E[v] - sum v n, at the fixed target density."""
    h0 = hamiltonian_without_v(xc_grid, 2, strength, SOFT, lam, OMEGA, 0.0,
                               levels)
    start = v_grid + 0.5 * repulsion(xc_grid, 1.0 - strength, SOFT) @ target
    weight = 1 / np.sqrt(target + 1e-3)

    def objective(u):
        v = start + u * weight
        energy, pop, _ = ground_state(h0, v, 2, levels)
        return v @ target - energy, (target - pop) * weight

    best = minimize(objective, np.zeros(len(xc_grid)), jac=True,
                    method="BFGS", options={"gtol": 1e-5, "maxiter": 120})
    mismatches.append(np.max(np.abs(best.jac / weight)))
    return -best.fun


f_full = e_target - v_grid @ target
ep_full = f_full - universal_by_inversion(1.0, 0.0, 1)
ep_weak = (universal_by_inversion(1 / G, LAM, LEVELS)
           - universal_by_inversion(1 / G, 0.0, 1))
assert max(mismatches) < 1e-4
assert abs(ep_weak / ep_full - 1) > 0.01

# ---- Output ----
print(f"trap stiffness              {STIFF:.1f} eV/A^2")
print(f"bump height                 {BUMP:.1f} eV")
print(f"bump centre, width          {CENTRE:.1f}, {WIDTH:.1f} A")
print(f"photon energy omega         {OMEGA:.1f} eV")
print(f"coupling lam                {LAM:.2f} sqrt(eV)/A")
print(f"coupling lam                {LAM * BOHR / np.sqrt(HARTREE):.4f} a.u.")
print(f"drive f                     {DRIVE:.2f} sqrt(eV)")
print(f"scale factor gamma          {G:.2f}")
print("ONE ELECTRON")
print(f"total energy                {base.energy:.5f} eV")
print(f"mean position D             {base.dipole:.5f} A")
print(f"position variance           {variance:.5f} A^2")
print(f"omega*Q                     {base.wq:.5f} sqrt(eV)")
print(f"omega*Q - lam*D             {base.offset:.5f} sqrt(eV)")
print(f"int n v'  external          {ext_force:.5f} eV/A")
print(f"int n v'  mean field        {mean_force:.5f} eV/A")
print(f"int n v'  xc                {xc_force:.1e} eV/A")
print(f"E_ep                        {base.e_xc:.5f} eV")
print(f"E_ep                        {base.e_xc / HARTREE:.6f} hartree")
print(f"E_ep, trap moved {SHIFT:.2f} A     {moved.e_xc:.5f} eV")
print(f"E_ep, no drive, same n      {undriven.e_xc:.5f} eV")
print(f"omega*Q, no drive, same n   {undriven.wq:.5f} sqrt(eV)")
print(f"dE_ep, bump +0.5 eV         {de_direct:.6f} eV")
print(f"same from int v_xc dn       {de_potential:.6f} eV")
print(f"E_ep scaled system          {scaled.e_xc:.5f} eV")
print(f"gamma^2 * E_ep              {G**2 * base.e_xc:.5f} eV")
print(f"scaled omega                {G**2 * OMEGA:.2f} eV")
print(f"scaled lam                  {G**2 * LAM:.2f} sqrt(eV)/A")
for k in (-3, -1, 1, 3):
    vb = base.v_xc[30 + 3 * k] - base.v_xc[30]
    vs = scaled.v_xc[30 + 2 * k] - scaled.v_xc[30]
    print(f"v_ep({x1[30 + 3 * k]:+.1f} A)-v_ep(0)        {vb:.5f} eV")
    print(f"  scaled, at {x1[30 + 2 * k]:+.1f} A         {vs:.5f} eV")
print(f"variance functional         {e_variance:.5f} eV")
print(f"its xc force                {variance_force:.1e} eV/A")
print(f"bare self-energy xc force   {bare_force:.5f} eV/A")
print("TWO ELECTRONS")
print(f"softening length            {SOFT:.1f} A")
print(f"total energy                {two.energy:.4f} eV")
print(f"int n v'  external          {two_ext:.4f} eV/A")
print(f"int n v'  mean field        {two_mean:.4f} eV/A")
print(f"int n v'  xc                {two_xc:.1e} eV/A")
print(f"E_xc total                  {two.e_xc:.4f} eV")
print(f"E_xc total, scaled system   {two_scaled.e_xc:.4f} eV")
print(f"gamma^2 * E_xc total        {G**2 * two.e_xc:.4f} eV")
print("TWO ELECTRONS, FIXED DENSITY, COARSE GRID, NO DRIVE")
print(f"E_ep at s = 1               {ep_full:.4f} eV")
print(f"E_ep at s = 1/gamma         {ep_weak:.4f} eV")
print(f"ratio                       {ep_weak / ep_full:.4f}")
print(f"largest population error    {max(mismatches):.1e}")
print("done: every assertion held")
```

It prints:

```
trap stiffness              4.0 eV/A^2
bump height                 6.0 eV
bump centre, width          0.5, 0.6 A
photon energy omega         4.0 eV
coupling lam                0.80 sqrt(eV)/A
coupling lam                0.0812 a.u.
drive f                     0.50 sqrt(eV)
scale factor gamma          1.50
ONE ELECTRON
total energy                7.14513 eV
mean position D             -0.59908 A
position variance           0.68397 A^2
omega*Q                     -0.97926 sqrt(eV)
omega*Q - lam*D             -0.50000 sqrt(eV)
int n v'  external          -0.40000 eV/A
int n v'  mean field        0.40000 eV/A
int n v'  xc                5.0e-11 eV/A
E_ep                        0.12555 eV
E_ep                        0.004614 hartree
E_ep, trap moved 0.33 A     0.12555 eV
E_ep, no drive, same n      0.12555 eV
omega*Q, no drive, same n   -0.47926 sqrt(eV)
dE_ep, bump +0.5 eV         -0.001357 eV
same from int v_xc dn       -0.001357 eV
E_ep scaled system          0.28250 eV
gamma^2 * E_ep              0.28250 eV
scaled omega                9.00 eV
scaled lam                  1.80 sqrt(eV)/A
v_ep(-1.8 A)-v_ep(0)        0.10414 eV
  scaled, at -1.2 A         0.23430 eV
v_ep(-0.6 A)-v_ep(0)        -0.05791 eV
  scaled, at -0.4 A         -0.13029 eV
v_ep(+0.6 A)-v_ep(0)        0.12429 eV
  scaled, at +0.4 A         0.27964 eV
v_ep(+1.8 A)-v_ep(0)        0.44872 eV
  scaled, at +1.2 A         1.00961 eV
variance functional         0.21887 eV
its xc force                2.9e-11 eV/A
bare self-energy xc force   -0.38341 eV/A
TWO ELECTRONS
softening length            1.0 A
total energy                22.1905 eV
int n v'  external          -0.8000 eV/A
int n v'  mean field        0.8000 eV/A
int n v'  xc                -2.4e-07 eV/A
E_xc total                  -9.9951 eV
E_xc total, scaled system   -22.4890 eV
gamma^2 * E_xc total        -22.4889 eV
TWO ELECTRONS, FIXED DENSITY, COARSE GRID, NO DRIVE
E_ep at s = 1               0.2687 eV
E_ep at s = 1/gamma         0.2825 eV
ratio                       1.0513
largest population error    3.8e-06
done: every assertion held
```
